Why alternating-current conductivity rises with frequency near a percolation threshold

Why does a barely connected film conduct better at high frequency than at low frequency, and how much of the rise is due to dead ends?

**The mechanism**

A steady current must cross the whole film, so it must pass the few narrow links that hold the conducting cluster together. An alternating field asks for less. During one cycle a carrier moves a limited distance forward and then back, and if the cycle is short enough, most carriers can do this without reaching a critical link. Dead ends, which carry no steady current, take part in this local motion. So do the bends and loops of the current-carrying backbone.

To separate these parts, consider a network of N sites with equal energies. Carriers hop along each open bond, of length a, at rate W in both directions. They are classical, dilute and independent, and start in equilibrium, equally likely to be on any site. Let x be the coordinate along the force.

**From hopping to conductivity**

Apply a field E and define h = eE/(k_B T). A hop with displacement Δ along the force then has rate W exp(hΔ/2), which satisfies detailed balance. Write the occupation probability as P_i = (1 + u_i)/N, with u_i small. For a bond b from i to j, with Δ_b = x_j − x_i, the net flux to first order in h is

J_b = (W/N)[hΔ_b + u_i − u_j].

For the time factor e^{iωt}, conservation of carriers gives

iω u_i = −Σ_j W(u_i − u_j) − h Σ_j W(x_j − x_i).

Define the matrix Λ by (Λu)_i = Σ_j W(u_i − u_j), and the local drift v_i = Σ_j W(x_j − x_i). The equation becomes (Λ + iω)u = −hv. Hence u = −hφ, with

φ = (Λ + iω)⁻¹ v.

The flux is J_b = (hW/N) f_b, where

f_b = Δ_b − φ_i + φ_j

is the effective force on the bond per unit h. The mean carrier velocity is Σ_b Δ_b J_b, which defines hD(ω). In the sum Σ_b WΔ_b(φ_i − φ_j), each site i collects φ_i times W(x_j − x_i) from every neighbour j, which makes φ_i v_i. Therefore

D(ω) = (1/N)[Σ_b WΔ_b² − vᵀ(Λ + iω)⁻¹v].

With n carriers per unit area, the current per unit width is ne times the velocity, so the sheet conductivity is

σ(ω) = ne²D(ω)/(k_B T).

**Why the real part cannot fall**

Λ is symmetric, with eigenvalues λ_k ≥ 0. Let c_k be the component of v along eigenvector k. Since Re[1/(λ + iω)] = λ/(λ² + ω²),

Re D(ω) = D_∞ − (1/N) Σ_k c_k² λ_k/(λ_k² + ω²), with D_∞ = (1/N) Σ_b WΔ_b².

The zero modes are constant on each cluster. They drop out because the contributions of each bond to v cancel in the sum over a cluster. Every remaining subtracted term shrinks as ω grows, so Re D never falls in this model. On a perfect lattice v = 0 and D is flat.

The same formula describes unforced random walks. Let X(t) be the displacement along x and M(t) = ⟨X²⟩. A hop changes X² by 2XΔ + Δ², so

dM/dt = 2D_∞ + 2⟨X(t) v(t)⟩,

where v(t) is the drift at the site occupied at time t. In equilibrium a path and its reverse are equally likely, and reversal changes the sign of X and exchanges the end points. Thus ⟨X(t)v(t)⟩ = −⟨X(t)v(0)⟩. The time derivative of ⟨X(t)v(0)⟩ is ⟨v(t)v(0)⟩ = (1/N)vᵀe^{−Λt}v, so

d²M/dt² = −(2/N) vᵀ e^{−Λt} v.

This is never positive: on average, later motion undoes part of the earlier motion. A Laplace transform, with M(0) = 0 and dM/dt = 2D_∞ at t = 0, gives

(s²/2) ∫₀^∞ M(t)e^{−st} dt = D_∞ − (1/N)vᵀ(Λ + s)⁻¹v.

The right side is D with iω replaced by s. The high-frequency response sees motion before it has been undone.

**Waiting is not enough**

Take a ring of 80 sites as a spine and attach a four-site tooth to every fifth site, which makes 144 sites. If the teeth stand across the field, v = 0 everywhere, and

D = (80/144)Wa² = 0.556Wa²

at all frequencies. Carriers spend time in the teeth, but in equilibrium as many leave as enter, and M grows linearly. If instead all walkers start on the spine, M/(2t) falls from 0.94Wa² at t = 1/W to 0.66Wa² at t = 20/W. That slowing comes from the starting condition.

Now bend the last three bonds of each tooth along the field. The dc value stays at 0.556Wa², but at ω = 0.5W the real part of D is 0.737Wa². What produces dispersion here is displacement along the field that is later reversed.

**Where the power is lost**

The loss can be assigned to individual bonds. Expanding the square gives

Σ_b W|f_b|² = Σ_b WΔ_b² − 2Re(vᵀφ) + φ†Λφ.

Since Λφ = v − iωφ, the last term has real part Re(φ†v) = Re(vᵀφ), because v is real. Hence

Re D = (1/N) Σ_b W|f_b|².

For a branch attached through one bond, the flux through that bond must equal the rate at which carriers accumulate beyond it. Apart from the sign set by the bond's direction, this gives

W f_b = −iω Σ_branch φ_i.

The force vanishes at dc and is nonzero at finite frequency unless the sum is zero. A dead end is therefore idle in a steady field and, apart from special cases such as the straight teeth above, dissipative in an alternating one.

**The critical cluster**

On a square lattice with half of the bonds open, the infinite network is at its threshold. I use six random periodic samples of 100 × 100 sites, selected because their largest cluster conducts dc along x, and solve the linear equations numerically. Values are per carrier on the largest cluster, in units of Wa². The dc value is 0.0203 and the infinite-frequency limit is 0.564. "Backbone alone" means that all bonds without dc current are removed, with the number of carriers used for normalization held fixed.

- ω = 10⁻⁴W: full cluster 0.0290, backbone alone 0.0215.
- ω = 10⁻³W: full cluster 0.0505, backbone alone 0.0304.
- ω = 10⁻²W: full cluster 0.0986, backbone alone 0.0506.

At 10⁻²W the rise above dc is 0.0783 with dead ends and 0.0303 without them. Removing them takes away 61% of the rise, yet only 43% of the rise is dissipated inside them. The difference arises because dead ends also exchange carriers with the backbone, which adds to the loss in backbone bonds. In these samples the share of the rise that disappears with the dead ends is about two thirds at 10⁻³W and about 85% at 10⁻⁴W. The shares scatter from draw to draw: at 10⁻²W, two other sets of six samples gave 60% and 69% for the part removed, and 41% and 52% for the part dissipated inside the dead ends. None of these shares should be carried over to larger films at threshold, where the bonds with dc current make up a smaller fraction of the cluster; three samples of 200 × 200 sites gave 72% and 61% at 10⁻²W. At 10⁻⁴W the response also feels the finite size of the clusters. The backbone still disperses by itself, so dead ends are a large part of the cause here but not the whole of it.

The role of the bottlenecks can be tested by cutting them. In each sample I repeatedly removed the bond with the largest dc current until no dc current remained. This took 9 bonds out of 42,416 in the six clusters together. Re D then fell by 28% at 10⁻⁴W, by 6% at 10⁻³W and by 1.3% at 10⁻²W. The faster the field, the less the response depends on the links that control dc transport.

**The power law**

Suppose that the dc diffusivity of a critical cluster of size L falls as L^(−θ). A walker that explores a distance R in time t meets the diffusivity of that scale, so R² ∝ R^(−θ)t, or t ∝ R^(2+θ). Thus M ∝ t^(2/d_w), with d_w = 2 + θ. This is a scaling argument and not a proof. Inserting M = At^α, with α = 2/d_w, into the Laplace formula gives

D(s) = (A/2)Γ(1 + α)s^(1−α).

Setting s = iω,

D(ω) ∝ (iω)^u, with u = 1 − 2/d_w = θ/(2 + θ).

The phase of D is πu/2. Up to numerical factors, which scaling does not give, the law applies between W(L/a)^(−d_w), where the walker feels the cluster size, and W, where it feels single bonds. For an infinite critical cluster the lower limit goes to zero.

Four numerical estimates can be compared:

- Dc diffusivities averaged over all carriers on the largest clusters of 600, 250 and 80 random samples are 0.0477, 0.0264 and 0.0118Wa² at L = 16a, 32a and 64a. Unlike the six samples above, these include clusters that carry no dc current. A fit weighted by the number of samples gives θ = 0.95 and u = 0.32, with a sampling error of about 0.1 in θ and 0.02 in u.
- For 12,000 random walkers on the six clusters, M grows from 11.1a² after 128 attempted steps to 209a² after 8192. A fit gives d_w = 2.83 and u = 0.29.
- The real part of D between 10⁻⁴W and 10⁻²W gives u = ln(0.0986/0.0290)/ln 100 = 0.27.
- The phase at 10⁻³W gives u = 0.28.

These support u near 0.3, with a spread of about 0.06. The finite dc value is already 70% of Re D at 10⁻⁴W, which lowers the ac slope: three samples of 200 × 200 sites give 0.31 over the same range. These exponents refer to the largest cluster; with the islands included the slope is somewhat larger, 0.34 in those samples.

As more bonds are opened beyond the threshold, the rise at frequencies far below W gradually fades. For the whole network, islands included, the ratio of dc conductivity to that at 10⁻²W is 0.18 with half of the bonds open, 0.87 with 60% and 0.998 with 80%. The last two values come from samples of 64 × 64 sites. Near W a rise remains, because the missing bonds still make v nonzero.

**A patchy transistor film**

Consider an ultrathin amorphous indium gallium zinc oxide channel broken into 50 nm patches at its connection threshold. Rough typical values are a mobility μ of 10 cm²/(V s) within connected material, 10¹² carriers per cm² and 300 K. The gate oxide is 10 nm thick, with relative permittivity 8 and capacitance C = 0.708 µF/cm².

The gate changes the frequency scale. In a local mean-field description, excess carriers raise the potential energy of a patch by e²nu_i/C. The flux becomes

J_b = (W/N)[hΔ_b + (1 + r)(u_i − u_j)], with r = e²n/(Ck_B T).

In terms of ũ = (1 + r)u, conservation reads [Λ + iω/(1 + r)]ũ = −hv. This is the earlier equation at a lower frequency, so

D_gated(ω) = D(ω/(1 + r)).

With k_B T/e = 0.02585 V, the numbers are

W = μk_B T/(ea²) = (0.2585 cm²/s)/(5 × 10⁻⁶ cm)² = 1.03 × 10¹⁰ s⁻¹,

r = (1.602 × 10⁻⁷ C/cm²)/(0.708 × 10⁻⁶ F/cm² × 0.02585 V) = 8.75,

(1 + r)W = 1.01 × 10¹¹ s⁻¹.

An unbroken film has sheet conductance enμ = 1.60 µS. Solving the six networks, now with carriers on the islands too, gives:

- dc: 0.021 µS
- 1 MHz: 0.027 µS
- 10 MHz: 0.048 µS
- 100 MHz: 0.099 µS

In these samples of 100 × 100 patches the sheet conductance thus rises about fivefold from dc to 100 MHz, provided the field is uniform along the film. A signal applied at the contacts of a gated channel does not give such a field. It charges the gate capacitor on its way and dies out over a distance of the order of √(σ/(ωC)), which is 0.8 µm at 1 MHz and 0.15 µm, or three patches, at 100 MHz. In a channel much longer than this, the current reaching the drain falls with frequency, and in a much shorter one it stays near its dc value. In this model the drain response to a voltage pulse at the source is never negative, so its magnitude at any frequency cannot exceed the dc value. The rise should therefore not be expected in the drain current at any channel length. At 100 MHz, 61% of the loss is in the backbone, 27% in dead ends and 12% in islands. The dc value belongs to finite samples chosen to conduct; it would vanish in an infinite film at threshold. The ratio of the 100 MHz value to the dc value therefore depends on size: it is about 2.5 for 50 × 50 patches, 4.6 and 6.5 for two other sets of 100 × 100, and about 13 for 200 × 200. Over the 100 × 100 and 200 × 200 samples the 1 MHz value moves between 0.021 and 0.029 µS, and the 100 MHz value between 0.094 and 0.104 µS.

These numbers describe a deliberately marginal film, not a normal continuous channel. Real gaps also pass displacement current. For a film 5 nm thick with 5 nm gaps, a parallel-plate estimate of this current, together with leakage over and through a 0.5 eV barrier, raises the conductance by at most a few per cent at 1 MHz and by less than 10% at 100 MHz. This estimate fills the gaps with permittivity 8 and omits fringing fields, which multiply the gap capacitance by about 1.5 with air above the film and by about 2.4 with permittivity 8 above it. The larger factor raises the conductance by up to about 7% at 1 MHz and by about 20% at 100 MHz. Adding one electron to a patch raises its potential energy by e²/C_patch = 0.35k_B T, where C_patch is the gate capacitance of one patch, so the mean-field treatment is reasonable but not precise. Linear response requires fields well below 0.005 MV/cm, at which the potential drop across one patch equals k_B T/e. The limit can be lower still where a dead end, or a stretch of backbone behind a narrow link, extends over many patches along the field, because the change in occupation builds up from patch to patch and must also stay small. Trapping in tail states, unequal patches and contact resistance are left out. They could change both the size of the rise and its frequency scale, by amounts that this model cannot give. Without a gate to screen them, the carriers are coupled by their own electric fields and the independent-carrier picture does not apply. In a square network at threshold with no gate, capacitance across the gaps alone makes the conductance grow as (iω)^(1/2), so a measured rise does not by itself point to the mechanism described here.

Numbers in the example were calculated in double precision.
